# Full grain depletion and the limit on grain-boundary barriers

Take a stack of semiconducting grains, each 40 nm thick, with $10^{-3}$ donors per nm³ and 0.04 deep electron traps per nm² on every grain boundary. The conduction band at a boundary then lies 0.362 eV above its value at the grain centre. Quadruple the trap density and the standard formula for a single boundary predicts 5.79 eV. A numerical solution of the electrostatics gives 0.362 eV again. The extra traps have not raised the band bending at all.

## Counting charges

A trap that captures an electron leaves a positive donor behind. Let $N_s$ be the number of traps per boundary area, all filled for the moment, and $N_d$ the density of ionised donors. An isolated boundary clears a layer of width $w$ on each of its two sides, and neutrality requires

$$2wN_d=N_s,\qquad w=\frac{N_s}{2N_d}.$$

A grain of thickness $D$ has a boundary at each end, so it must hold two such layers. A neutral core is left if $2w<D$, that is, if $D$ exceeds

$$D_c=\frac{N_s}{N_d}.$$

Here $D_c=0.04/10^{-3}=40$ nm (0.040 µm). A thinner grain has fewer donors per area, $N_dD$, than there are traps waiting for electrons. It gives up all its electrons, and some traps stay empty. Adding traps then adds empty traps, which carry no charge. The grain described above sits at this threshold.

The barrier follows from the same count. The electric force on an electron grows linearly across a depleted layer, so the energy rise is proportional to $N_d\times(\text{width})^2$. Once the width is stuck at $D/2$, the barrier is stuck at a value proportional to $N_dD^2$.

This argument leaves open how complete the depletion is, whether the traps really fill, and what happens near the threshold.

## The model

The grains are identical flat layers at zero bias. The coordinate $x$ runs from a grain centre, $x=0$, to a boundary, $x=D/2$. Donors are fully ionised and treated as a smooth charge density; electrons obey Boltzmann statistics; holes are neglected, so the band gap must be clearly larger than the height of the barrier top above the Fermi level, which reaches about 1.5 eV in the examples below. The traps are neutral when empty and carry charge $-e$ when filled, and their energy lies $E_T$ below the conduction-band edge at the boundary. The filled density is $n_s\le N_s$.

Let $v(x)$ be the conduction-band edge measured from its position in a large neutral grain. The electron density is then $n=N_de^{-v/kT}$. Since an electron has charge $-e$, $v$ equals $-e$ times the electrostatic potential, and Poisson's equation for the charge density $e(N_d-n)$ becomes

$$v''=\gamma\,(N_d-n),\qquad \gamma=\frac{e^2}{\varepsilon}.$$

By symmetry $v'(0)=0$. Each grain is neutral together with half of the charge of each of its two boundaries, so

$$\int_0^{D/2}(N_d-n)\,dx=\frac{n_s}{2},\qquad v'(D/2)=\frac{\gamma n_s}{2}.$$

Doubling the first relation gives the free electrons per area of grain, $N_dD-n_s$.

The solution has $v\ge0$. If $v(0)$ were negative, then $n>N_d$ and $v''<0$ at the centre; $v$ would keep falling outwards and reach the boundary with negative slope, which contradicts $n_s\ge 0$. Hence $v$ does not decrease and $n$ does not increase from centre to boundary, and $n\le N_d$ everywhere.

The quantity to be found is the band bending $\Phi=v(D/2)-v(0)$.

## One formula for both regimes

Multiply Poisson's equation by $v'$. The left side is $(v'^2/2)'$. On the right, $n'=-nv'/kT$, so $-nv'=kT\,n'$. Integrating from centre to boundary, with densities $n_c$ and $n_b$ there,

$$\tfrac12 v'(D/2)^2=\gamma\left[N_d\Phi-kT(n_c-n_b)\right].$$

The left side is $\gamma^2n_s^2/8$. Dividing by $\gamma N_d$ and rearranging,

$$\Phi=\frac{\gamma n_s^2}{8N_d}+kT\,\frac{n_c-n_b}{N_d}.$$

This contains two limits.

**Thick grain, filled traps.** Here $n_s=N_s$, $n_c\to N_d$, and $n_b$ is negligible behind a barrier of many $kT$. Then

$$\Phi=\Phi_0+kT,\qquad \Phi_0=\frac{e^2N_s^2}{8\varepsilon N_d}.$$

$\Phi_0$ is the isolated-boundary formula. The extra $kT$ comes from the gradual edge of the depletion layer.

**Depleted grain.** Here $n$ is negligible, neutrality gives $n_s=N_dD$, and

$$\Phi=\frac{e^2N_dD^2}{8\varepsilon}.$$

The isolated formula is too large by the factor $\Phi_0/\Phi=(N_s/N_dD)^2=(D_c/D)^2$. It also has the wrong trend: it predicts that the barrier falls with doping, whereas in a depleted grain it rises with doping.

## Why the depletion is nearly complete

The second limit assumed that $n$ is negligible. This has to be shown. Let $E_c(0)$ and $E_c(b)$ be the band edges at centre and boundary, $N_c$ the effective density of states, and $E_F$ the Fermi level. With trap degeneracy one,

$$n_c=N_c\,e^{-[E_c(0)-E_F]/kT},\qquad \frac{n_s}{N_s-n_s}=e^{[E_F-E_c(b)+E_T]/kT}.$$

Divide the first by the second. The Fermi level cancels, and $E_c(b)-E_c(0)=\Phi$, so

$$n_c\,\frac{N_s-n_s}{n_s}=K,\qquad K=N_c\,e^{-(E_T-\Phi)/kT}.$$

This is a law of mass action between free electrons and empty traps. If $K$ is tiny, a grain cannot have an appreciable amount of both.

Suppose $D<D_c$. Neutrality gives $n_s\le N_dD$. Since $n_s/(N_s-n_s)$ increases with $n_s$,

$$n_c\le K\,\frac{N_dD}{N_s-N_dD}=\frac{K}{D_c/D-1}.$$

The grain is empty of electrons, apart from a density of order $K$.

Suppose $D>D_c$. Then at least $N_d(D-D_c)$ electrons per area must be free. The density is largest at the centre, so $n_c$ is at least the mean, $N_d(1-D_c/D)$. The empty fraction of the traps is

$$\frac{N_s-n_s}{N_s}=\frac{K}{n_c}\,\frac{n_s}{N_s}\le\frac{K}{N_d(1-D_c/D)},$$

so the traps are practically full, and a fraction $1-D_c/D$ of the electrons stays free.

Both statements need $K\ll N_d$, which means traps deeper than the bending by many $kT$. In the example $E_T=1.5$ eV, $N_c=10^{-2}$ nm⁻³ and $kT=0.0259$ eV. The formula for $\Phi$, with $n_s\le N_s$ and $n_c\le N_d$, shows that $\Phi\le\Phi_0+kT=0.388$ eV. Therefore $K\le10^{-2}e^{-1.112/0.0259}\approx2\times10^{-21}$ nm⁻³, some eighteen orders of magnitude below $N_d$. The threshold is sharp because the traps are deep.

## The highest attainable barrier

Since $n$ does not increase outwards, $v''=\gamma(N_d-n)$ does not decrease outwards. The slope $v'$ is thus a convex function of $x$ and lies below the straight line joining its end values, $0$ and $\gamma n_s/2$:

$$v'(x)\le\frac{2x}{D}\,\frac{\gamma n_s}{2}=\frac{\gamma n_sx}{D}.$$

Integrating from $0$ to $D/2$ and using $n_s\le N_s$,

$$\Phi\le\frac{e^2N_sD}{8\varepsilon}.$$

Also, $n\ge0$ gives $v'\le\gamma N_dx$, hence $\Phi\le e^2N_dD^2/(8\varepsilon)$. Neither bound uses the depletion approximation; both hold within the model at any temperature and trap depth.

The first bound does not contain the doping. For given grain size and trap density, no choice of $N_d$ can beat it. The two bounds coincide at $N_d=N_s/D$, where the grain is just depleted. With deep traps the barrier practically reaches them there. Lighter doping supplies too little charge; heavier doping packs the same charge into thinner layers.

A desired barrier $\Phi$ therefore sets a minimum grain size,

$$D_{\min}=\frac{8\varepsilon\Phi}{e^2N_s}.$$

## Comparison with the numerical solution

The Poisson–Boltzmann equation was solved numerically, with the trap occupation determined self-consistently. The parameters are round model values and represent no particular material. With relative permittivity 10, $\gamma=1.81$ eV nm, and

$$\Phi_0=\frac{1.81\times(0.04)^2}{8\times10^{-3}}\ \text{eV}=0.362\ \text{eV}.$$

| $D$ (nm) | $\Phi$ (eV) | $E_c(b)-E_F$ (eV) | $n_c/N_d$ |
|---|---|---|---|
| 20 | 0.090 | 1.500 | $2\times10^{-23}$ |
| 38 | 0.327 | 1.424 | $4\times10^{-18}$ |
| 44 | 0.371 | 0.457 | 0.35 |
| 60 | 0.385 | 0.447 | 0.91 |
| 160 | 0.388 | 0.447 | 1.00 |

At 20 nm, half the critical size, the bending is a quarter of $\Phi_0$, as the factor $(D_c/D)^2=4$ requires. At 160 nm it equals $\Phi_0+kT$.

At 44 nm the grain is past the threshold but has no neutral core yet. The free fraction is $1-40/44=0.09$. These electrons would fill a neutral layer 4 nm thick, about one Debye length, $\sqrt{kT/(\gamma N_d)}=3.8$ nm. Such a layer cannot have sharp edges, and the electrons spread out at a lower density. The threshold for having free electrons is sharp; the return of a neutral interior takes several Debye lengths.

The doping sweep at $D=40$ nm shows the maximum. The bending is 0.181 eV at $5\times10^{-4}$ nm⁻³, 0.362 eV at $10^{-3}$ nm⁻³ and 0.206 eV at $2\times10^{-3}$ nm⁻³. The isolated formula gives 0.724 eV for the first of these, twice the upper bound of 0.362 eV.

For a barrier of 0.5 eV,

$$D_{\min}=\frac{8\times0.5}{1.81\times0.04}\ \text{nm}\approx55\ \text{nm},$$

with a best doping of $0.04/55.3=7.2\times10^{-4}$ nm⁻³. The numerical solution there gives 0.500 eV. For grains 10% smaller, the best of the dopings tried gives 0.450 eV, in line with the bound's proportionality to $D$. The size $D_{\min}$ is necessary, but it suffices only if the target lies many $kT$ below the trap depth: for a target of 1.4 eV with $E_T=1.5$ eV, the bending at $D_{\min}=155$ nm reaches only about 1.29 eV.

## What is limited, and what is not

The third column of the table moves the other way. Between 44 and 38 nm the bending falls slightly, but the height of the barrier top above the Fermi level jumps from 0.46 to 1.42 eV. In a thick grain the doping fixes the Fermi level $kT\ln(N_c/N_d)$ below the band edge of the core. A depleted grain has no such core, and the partly filled traps fix the Fermi level instead. Solving the occupation relation for $E_c(b)-E_F$ with $n_s=N_dD$,

$$E_c(b)-E_F=E_T-kT\ln\frac{N_dD}{N_s-N_dD}=E_T+kT\ln\left(\frac{D_c}{D}-1\right).$$

At 38 nm this is $1.5+0.0259\ln(0.0526)=1.424$ eV, as computed.

Small grains thus limit the band bending, the barrier seen by an electron at the grain centre. They do not limit the energy needed to lift an electron from the Fermi level to the barrier top. With deep traps, a depleted stack has hardly any free electrons to cross its barriers, whether these are low or close to the upper bound.

## Equiaxed grains

A compact grain has more surface per volume than a slab, but its donors must still supply half the charge of the surrounding boundaries. For a cube, $N_dD^3=6D^2N_s/2$; for a sphere, $N_d\pi D^3/6=\pi D^2N_s/2$. Both give the critical size

$$D=\frac{3N_s}{N_d},$$

or 120 nm here, three times the slab value, provided that all traps can fill. In a sphere deep traps can, because every point of the boundary lies at the same energy. In a cube they need not. With all traps filled and no free electrons, the band edge in a cube of this size would be $v(0)+\gamma N_dr^2/6$, which satisfies Poisson's equation and has the required slope $\gamma N_s/2$ at every face. A corner is $\sqrt3$ times as far from the centre as the middle of a face, so the bending there would be three times as large: 3.3 eV, more than the trap depth of 1.5 eV. Traps near the corners therefore stay partly empty, and the cube keeps free electrons well below 120 nm. With these parameters its central density is about $0.9N_d$ at 110 nm and $0.5N_d$ at 105 nm, and it is depleted only below about 100 nm.

For the barrier, treat the grain as a neutral spherical cell. This is an approximation: spheres do not fill space, and in a grain with edges and corners the bending varies along the boundary. When the cell is depleted, $(r^2v')'/r^2=\gamma N_d$. Integrating once gives $v'=\gamma N_dr/3$, and again from $0$ to $D/2$,

$$\Phi=\frac{e^2N_dD^2}{24\varepsilon}.$$

Setting this equal to $\Phi_0$ gives $D=\sqrt3\,N_s/N_d$, or 69 nm. Below this size the isolated formula overestimates the bending. Between 69 and 120 nm the grain is depleted as well, but the isolated formula underestimates the bending. At 114 nm the computed bending is 0.980 eV, against $\Phi_0=0.362$ eV. The isolated formula fails in both ranges, with opposite sign. It does not recover at once above 120 nm: at 132 nm the computed bending is still 0.787 eV. These sizes and values belong to the spherical cell. In a cube the bending from the centre to the middle of a face is 0.46 eV at 69 nm, so it crosses $\Phi_0$ near 61 nm; at 120 nm it is about 0.62 eV, against 1.08 eV in the sphere.

A sphere obeys the same upper bound as the slab; the corners of a cube need not. In a sphere $v'/r$ equals $\gamma/3$ times the mean of $N_d-n$ inside radius $r$. This mean does not decrease outwards, since $n$ does not increase. Hence $v'(r)\le(2r/D)(\gamma n_s/2)$, the same inequality as for the slab, and again $\Phi\le e^2N_sD/(8\varepsilon)$.

## Where the estimate fails

The charge in $D_c$ is that of filled traps. If the traps are shallow, the rising band lifts them to the Fermi level before they are full. With $E_T=0.17$ eV and the other parameters unchanged, an isolated boundary holds 0.0195 electrons per nm², about half of $N_s$. The critical size estimated from this charge is 19.5 nm instead of 40 nm, and the threshold is no longer sharp: the central density is still $0.19N_d$ at 19.5 nm and falls to $0.01N_d$ only at 10 nm. A 36 nm grain, which deep traps would empty, keeps a central density of $0.86N_d$.

The smooth donor charge also has a limit. A cube of edge 40 nm contains $10^{-3}\times40^3=64$ donors on average. If they are placed at random, this number alone varies by about $\sqrt{64}=8$, or 12%, from grain to grain. A cube of edge 10 nm contains a single donor on average. For such grains the formulas can describe at best an average over many grains, and the bending in any one of them depends on where its few donors sit.

Further computed values are in the numerical output below.

## Numbers as computed

```
relative permittivity 10, temperature 300 K
donor density 1.0e-03 nm^-3, trap density 0.040 nm^-2
trap depth 1.50 eV, density of states 1.0e-02 nm^-3
e^2/eps 1.8095 eV nm, kT 0.02585 eV
Debye length 3.78 nm
isolated depletion width per side 20.0 nm
critical size Ns/Nd 40.0 nm = 0.040 micrometre
isolated barrier 0.3619 eV, plus kT 0.3878 eV
LAMELLAE: bending and activation in eV, filled traps in nm^-2
D 10 nm: bending 0.0226, activation 1.5284, filled 0.0100, free fraction 4.02e-25, centre n/Nd 5.06e-25
D 20 nm: bending 0.0905, activation 1.5000, filled 0.0200, free fraction 1.25e-23, centre n/Nd 2.09e-23
D 38 nm: bending 0.3266, activation 1.4239, filled 0.0380, free fraction 1.01e-18, centre n/Nd 3.69e-18
D 44 nm: bending 0.3711, activation 0.4574, filled 0.0400, free fraction 9.09e-02, centre n/Nd 3.54e-01
D 60 nm: bending 0.3854, activation 0.4474, filled 0.0400, free fraction 3.33e-01, centre n/Nd 9.09e-01
D 160 nm: bending 0.3878, activation 0.4473, filled 0.0400, free fraction 7.50e-01, centre n/Nd 1.00e+00
MORE TRAPS at fixed D = 40 nm, Nd = 1.0e-03 nm^-3
Ns 0.02 nm^-2: bending 0.1137 eV, isolated formula 0.0905 eV
Ns 0.04 nm^-2: bending 0.3619 eV, isolated formula 0.3619 eV
Ns 0.08 nm^-2: bending 0.3619 eV, isolated formula 1.4476 eV
Ns 0.16 nm^-2: bending 0.3619 eV, isolated formula 5.7904 eV
DOPING SWEEP at fixed D = 40 nm, Ns = 0.04 nm^-2
upper bound e^2 Ns D/(8 eps) 0.3619 eV
Nd 2.50e-04 nm^-3: bending 0.0905 eV, isolated formula 1.4476 eV
Nd 5.00e-04 nm^-3: bending 0.1810 eV, isolated formula 0.7238 eV
Nd 8.00e-04 nm^-3: bending 0.2895 eV, isolated formula 0.4524 eV
Nd 1.00e-03 nm^-3: bending 0.3619 eV, isolated formula 0.3619 eV
Nd 1.25e-03 nm^-3: bending 0.3060 eV, isolated formula 0.2895 eV
Nd 2.00e-03 nm^-3: bending 0.2060 eV, isolated formula 0.1810 eV
target barrier 0.50 eV: minimum size 55.3 nm, best doping 7.24e-04 nm^-3
solver there 0.5000 eV; best at 0.9 of that size 0.4500 eV
SPHERICAL CELLS: critical diameter 120 nm
D 40.0 nm: bending 0.1206 eV, free fraction 3.21e-24
D 69.3 nm: bending 0.3619 eV, free fraction 2.63e-20
D 114.0 nm: bending 0.9799 eV, free fraction 1.98e-09
D 132.0 nm: bending 0.7870 eV, free fraction 9.09e-02
SHALLOW TRAP, depth 0.17 eV
filled at isolated boundary 0.0195 nm^-2, critical size 19.5 nm
D 36 nm: centre n/Nd 0.858 shallow, 4.79e-19 deep
```
